# Reflectance Anisotropy of a Thin Surface Layer at Normal Incidence

## Result and setting

A layer of thickness $d$ covers a thick isotropic substrate. Its optical response differs along two perpendicular in-plane directions, $x$ and $y$. For light of vacuum wavelength $\lambda$ at normal incidence, the amplitude reflection coefficients $r_x$ and $r_y$ differ by the fraction

$$
\frac{\Delta r}{r}\equiv\frac{2(r_x-r_y)}{r_x+r_y}\simeq-4\pi i\,n_a\,\frac{d}{\lambda}\,\frac{\varepsilon_x-\varepsilon_y}{\varepsilon_s-\varepsilon_a}. \tag{1}
$$

Here $\varepsilon_x$ and $\varepsilon_y$ are the relative dielectric constants of the layer, $\varepsilon_s=n_s^2$ is that of the substrate, and $\varepsilon_a=n_a^2$ is that of the ambient. The amplitude is proportional to $d/\lambda$ when the layer is optically thin and the dielectric constants are held fixed, provided also that substrate and ambient are not nearly index-matched.

The second condition matters for spectra: dielectric constants depend on wavelength, so a measured spectrum need not fall as $1/\lambda$. A further restriction concerns the reflected intensity. Its anisotropy is linear in $d/\lambda$ only if $(\varepsilon_x-\varepsilon_y)/(\varepsilon_s-\varepsilon_a)$ has an imaginary part. If all the media are transparent, it begins at order $(d/\lambda)^2$, or at fourth order when $\varepsilon_x+\varepsilon_y=\varepsilon_s+\varepsilon_a$.

The assumptions are these. The interfaces are flat, the media are nonmagnetic, and each responds locally. The ambient is transparent, so $n_a$ is real. Light that enters the substrate doesn't return. A sufficiently thick absorbing substrate ensures this; a transparent one, however thick, needs a back face that sends no light to the detector, for example because it is wedged. The principal axes of the layer are $x$, $y$ and the surface normal, so light polarized along $x$ or $y$ keeps its polarization. Fields vary as $e^{-i\omega t}$, which makes $\operatorname{Im}\varepsilon>0$ in an absorbing medium. The opposite time convention would replace $\Delta r/r$ by its complex conjugate. Lengths are given in nanometres.

## Back-of-envelope argument

Let $z$ point into the substrate and let $k_0=2\pi/\lambda$. The layer is so thin that it acts as a sheet of extra polarization at the surface. The tangential electric field is continuous across an interface and hardly varies over a small depth. The field in the sheet is therefore roughly the surface field of the bare substrate. For unit incident amplitude this is

$$
t_0=1+r_0=\frac{2n_a}{n_a+n_s},\qquad r_0=\frac{n_a-n_s}{n_a+n_s}.
$$

Now compare the two polarizations. Along $x$ the sheet has the additional dielectric constant $\Delta\varepsilon=\varepsilon_x-\varepsilon_y$. The extra polarization radiates a field of amplitude $E_1$ at the sheet, travelling away from it on both sides. Integrating the wave equation $E''=-k_0^2\varepsilon E$ over the sheet gives the jump in slope caused by the extra term:

$$
E'_{\text{below}}-E'_{\text{above}}=-k_0^2d\,\Delta\varepsilon\,t_0 .
$$

The outgoing wave in the substrate has slope $ik_0n_sE_1$, and the one in the ambient has slope $-ik_0n_aE_1$. Hence

$$
ik_0(n_s+n_a)E_1=-k_0^2d\,\Delta\varepsilon\,t_0
\quad\Longrightarrow\quad
E_1=\frac{ik_0d\,\Delta\varepsilon\,t_0}{n_a+n_s}.
$$

This $E_1$ is the difference $r_x-r_y$. Dividing by $r_0$ and inserting $t_0$,

$$
\frac{E_1}{r_0}=ik_0d\,\Delta\varepsilon\,\frac{2n_a}{(n_a+n_s)(n_a-n_s)}
=-2in_ak_0d\,\frac{\Delta\varepsilon}{\varepsilon_s-\varepsilon_a}.
$$

With $k_0=2\pi/\lambda$ this is Eq. (1). The factor $d$ counts the polarizable material in the sheet. The factor $1/\lambda$ is what remains of $k_0^2$ in the wave equation after one power of $k_0$ is used to convert a slope into an amplitude.

For a layer of 0.5 nm and light of 500 nm in vacuum or air, $4\pi d/\lambda\approx0.013$. A dielectric ratio of a few tenths then gives a signal of a few parts per thousand. What the argument doesn't supply is the size of its error, since it simply assumed the field inside the layer.

## Controlled derivation

### An equation for the surface response

Put the top of the layer at $z=0$ and the substrate at $z>d$. For one principal polarization, with $\varepsilon$ standing for $\varepsilon_x$ or $\varepsilon_y$, define

$$
Y(z)=\frac{E'(z)}{ik_0E(z)} .
$$

Both $E$ and $E'$ are continuous at the interfaces, because the tangential electric and magnetic fields are continuous and the media are nonmagnetic. Thus $Y$ is continuous too. In the substrate there is only the inward wave $e^{ik_0n_sz}$, so $Y(d)=n_s$.

In the ambient the field is $e^{ik_0n_az}+re^{-ik_0n_az}$. At $z=0$ this gives

$$
Y(0)=n_a\frac{1-r}{1+r}
\quad\Longrightarrow\quad
r=\frac{n_a-Y(0)}{n_a+Y(0)}. \tag{2}
$$

To find how $Y$ changes through the layer, differentiate its definition and use $E''=-k_0^2\varepsilon E$ and $E'/E=ik_0Y$:

$$
Y'=\frac{1}{ik_0}\left[\frac{E''}{E}-\left(\frac{E'}{E}\right)^2\right]
=\frac{-k_0^2\varepsilon+k_0^2Y^2}{ik_0}
=ik_0(\varepsilon-Y^2). \tag{3}
$$

A second differentiation in the uniform layer gives

$$
Y''=-2ik_0YY'=2k_0^2Y(\varepsilon-Y^2).
$$

### Expansion through the layer

Let $q=k_0d=2\pi d/\lambda$ and $u=\varepsilon-\varepsilon_s$. Just inside the lower face of the layer,

$$
Y=n_s,\qquad Y'=ik_0u,\qquad Y''=2k_0^2n_su .
$$

A Taylor expansion from $z=d$ back to $z=0$ then reads

$$
Y(0)=Y(d)-d\,Y'(d)+\tfrac12d^2Y''(d)+\cdots
=n_s-iqu+q^2n_su+O(q^3). \tag{4}
$$

It is convenient to expand $\ln r$, because a difference of logarithms measures a fractional change. From Eq. (2),

$$
\frac{d\ln r}{dY}=-\frac{1}{n_a-Y}-\frac{1}{n_a+Y}
=\frac{2n_a}{Y^2-n_a^2},
\qquad
\frac{d^2\ln r}{dY^2}=-\frac{4n_aY}{(Y^2-n_a^2)^2}.
$$

At $Y=n_s$ the denominators contain $D=\varepsilon_s-\varepsilon_a$. The change of $Y$ is $\delta=-iqu+q^2n_su$, and its square is $-q^2u^2$ to second order. Therefore

$$
\begin{aligned}
\ln r&=\ln r_0+\frac{2n_a}{D}(-iqu+q^2n_su)
+\frac12\left(-\frac{4n_an_s}{D^2}\right)(-q^2u^2)+O(q^3)\\
&=\ln r_0-\frac{2in_aq\,u}{D}+\frac{2n_an_sq^2\,u(D+u)}{D^2}+O(q^3).
\end{aligned}
$$

Since $D+u=\varepsilon-\varepsilon_a$,

$$
\ln r=\ln r_0-2in_aq\frac{\varepsilon-\varepsilon_s}{D}
+2n_an_sq^2\frac{(\varepsilon-\varepsilon_s)(\varepsilon-\varepsilon_a)}{D^2}+O(q^3). \tag{5}
$$

Two limits check the signs. If the layer is made of substrate material, both corrections vanish, as they must. If it is made of ambient material, $\varepsilon-\varepsilon_s=-D$: the first correction is $+2in_aq$ and the second is zero. This is the phase gained by light travelling the distance $d$ down and back.

### Difference of the two polarizations

Let $L=\ln r_x-\ln r_y$. The first-order terms of Eq. (5) differ by $-2in_aq\,\Delta\varepsilon/D$. For the second-order terms,

$$
\begin{aligned}
&(\varepsilon_x-\varepsilon_s)(\varepsilon_x-\varepsilon_a)
-(\varepsilon_y-\varepsilon_s)(\varepsilon_y-\varepsilon_a)\\
&\qquad=\varepsilon_x^2-\varepsilon_y^2-(\varepsilon_s+\varepsilon_a)(\varepsilon_x-\varepsilon_y)
=\Delta\varepsilon\,\Sigma,
\end{aligned}
$$

where $\Sigma=\varepsilon_x+\varepsilon_y-\varepsilon_s-\varepsilon_a$. Thus

$$
L=-2in_aq\frac{\Delta\varepsilon}{D}
+2n_an_sq^2\frac{\Delta\varepsilon\,\Sigma}{D^2}+O(q^3). \tag{6}
$$

Because $r_x=r_ye^L$, the defined anisotropy is

$$
\frac{\Delta r}{r}=2\,\frac{e^L-1}{e^L+1}=2\tanh\frac L2=L-\frac{L^3}{12}+\cdots .
$$

As $L$ is of order $q$, the cubic term doesn't affect the two orders kept. The first term of Eq. (6), with $q=2\pi d/\lambda$, is Eq. (1). A phase factor common to $r_x$ and $r_y$ cancels in the ratio, so the height chosen for the reference plane is immaterial.

### When the estimate holds

Dividing the second term of Eq. (6) by the first gives

$$
\rho=\frac{in_sq\,\Sigma}{D}
=2\pi i\,n_s\frac d\lambda\,
\frac{\varepsilon_x+\varepsilon_y-\varepsilon_s-\varepsilon_a}{\varepsilon_s-\varepsilon_a}. \tag{7}
$$

A small $|\rho|$ is needed if the expansion is to be relied on, but it isn't sufficient, because $\Sigma$ may happen to vanish. The phase change across the layer, $|\sqrt{\varepsilon}|\,q$, and the first-order changes of $\ln r$, $2n_aq|\varepsilon-\varepsilon_s|/|D|$, should also be small for both polarizations.

The last condition fails near index matching, $\varepsilon_s\to\varepsilon_a$. There the bare substrate hardly reflects, and the layer's contribution is no longer a small correction to $r_0$. The growth of Eq. (1) as $D\to0$ marks the end of its validity. At $D=0$ the bare reflection vanishes, each $r$ is proportional to $q(\varepsilon-\varepsilon_s)$ at leading order, and $\Delta r/r$ tends to $2\Delta\varepsilon/\Sigma$, independent of $d$. The ratio can still become very large where $r_x+r_y$ is near zero, but that reflects its small denominator: $r_x-r_y$ stays small, and the relative intensity difference never exceeds 2 in magnitude.

## What an intensity measurement sees

With $R=|r|^2$, we have $\ln(R_x/R_y)=2\operatorname{Re}L$. To leading order,

$$
\frac{\Delta R}{R}\equiv\frac{2(R_x-R_y)}{R_x+R_y}
\simeq2\operatorname{Re}\frac{\Delta r}{r}
=8\pi n_a\frac d\lambda\operatorname{Im}\frac{\Delta\varepsilon}{\varepsilon_s-\varepsilon_a}, \tag{8}
$$

since $\operatorname{Re}(-iw)=\operatorname{Im}w$ for any complex $w$.

Consider an absorbing layer on a transparent substrate with $\varepsilon_s>\varepsilon_a$. If the layer absorbs more strongly along $x$, then $\operatorname{Im}\Delta\varepsilon>0$ and Eq. (8) makes $R_x$ larger than $R_y$. The sheet argument shows why. For the imaginary part of $\Delta\varepsilon$, the radiated field $E_1$ is real and negative, and so is $r_0$; the two add in magnitude. The energy absorbed in the layer and the increase in reflection are both paid for by the transmitted light. If the back face of the substrate returned some of that light to the detector, the measured difference could therefore shrink or even change sign.

If all the dielectric constants are real and positive, Eq. (8) gives zero. The sheet's field is then a quarter cycle out of phase with the bare reflection. It turns the complex number $r$ without changing its length at first order. The second term of Eq. (6) is real, and twice its value gives

$$
\frac{\Delta R}{R}\simeq16\pi^2n_an_s\left(\frac d\lambda\right)^2
\frac{\Delta\varepsilon\,(\varepsilon_x+\varepsilon_y-\varepsilon_s-\varepsilon_a)}{(\varepsilon_s-\varepsilon_a)^2}. \tag{9}
$$

The next correction is of fourth order. Complex conjugation of Eq. (3) with real $\varepsilon$ has the same effect as reversing the sign of $k_0$, so $r^*(q)=r(-q)$. The product $rr^*$ is therefore even in $q$.

The linear signal hasn't disappeared; it resides in the phase. For light polarized midway between $x$ and $y$, the reflected components have the ratio $r_x/r_y\simeq1+\Delta r/r$. To first order, the real part turns the polarization direction and the imaginary part makes the light elliptical. A polarimeter that records both retains the term linear in $d/\lambda$.

## Comparison with the full solution

### An absorbing model

The following round parameters represent no particular material: $d=0.5$ nm, $\lambda=500$ nm, $\varepsilon_a=1$, $\varepsilon_s=16+4i$, $\varepsilon_x=12+6i$ and $\varepsilon_y=10+4i$. The dielectric ratio is

$$
\frac{\Delta\varepsilon}{D}=\frac{2+2i}{15+4i}
=\frac{(2+2i)(15-4i)}{15^2+4^2}
=\frac{38+22i}{241}=0.1577+0.0913i .
$$

With $4\pi d/\lambda=0.01257$,

$$
\frac{\Delta r}{r}\simeq-0.01257\,i\,(0.1577+0.0913i)
=(1.147-1.981i)\times10^{-3}.
$$

The reference values come from solving the four field-matching equations at the two interfaces, without a thin-layer expansion. They give:

| Quantity | Estimate | Full solution |
|---|---:|---:|
| $10^3\operatorname{Re}(\Delta r/r)$ | 1.147 | 1.156 |
| $10^3\operatorname{Im}(\Delta r/r)$ | −1.981 | −1.954 |
| $10^3\lvert\Delta r/r\rvert$ | 2.290 | 2.270 |
| $10^3\,\Delta R/R$ | 2.294 | 2.312 |

The estimated modulus is 0.9% too high relative to the full value, and the estimated intensity anisotropy is 0.8% too low. Equation (7) accounts for both signs. Here $\Sigma=5+6i$, $n_s=4.03+0.50i$, and

$$
\rho=-0.0086+0.0095i,\qquad |\rho|=0.013 .
$$

To first order in $\rho$, the factor $1+\rho$ changes the modulus by the fraction $\operatorname{Re}\rho$, a reduction of 0.9%. It also rotates the complex amplitude, which raises the real part from 1.147 to 1.156 in units of $10^{-3}$.

### Scaling and its limits

Between $d=0.05$ and 0.5 nm, the full $|\Delta r/r|$ grows with a mean logarithmic slope of 0.997. At fixed dielectric constants and $d=0.5$ nm, it is 1.992 times larger at 500 nm than at 1000 nm. The linear law predicts 1 and 2; the small deficits have the sign expected from $\operatorname{Re}\rho<0$.

A stricter test subtracts both terms of Eq. (6) from the full result. On doubling $d$ from 0.1 to 0.2 nm, the remainder grows by a factor of 7.97, close to the factor $2^3=8$ of a third-order term. The same factor is found for $n_a=1.5$.

For thicker layers, the error of the complex estimate relative to the full solution is:

| $d$ (nm) | Estimated $\lvert\Delta r/r\rvert$ | Full $\lvert\Delta r/r\rvert$ | Complex error |
|---:|---:|---:|---:|
| 0.5 | 0.00229 | 0.00227 | 1.3% |
| 2 | 0.00916 | 0.00886 | 5.0% |
| 5 | 0.0229 | 0.0212 | 12% |
| 10 | 0.0458 | 0.0402 | 24% |
| 20 | 0.0916 | 0.0749 | 49% |

At 20 nm the layer is only 4% of the vacuum wavelength thick, yet the complex error is about one half. Equation (7) gives this size: $|\rho|=2\pi|n_s|(d/\lambda)\,|\Sigma/D|\approx0.51$, with $|n_s|$ near 4 and $|\Sigma/D|$ near 0.5. Smallness of $d/\lambda$ alone isn't enough; both the substrate index and the contrast ratio $\Sigma/D$ enter. The modulus at this thickness is wrong by 22%, so much of the complex error lies in the phase.

### A transparent model

Keep $d$, $\lambda$ and $\varepsilon_a$, and take $\varepsilon_s=12$, $\varepsilon_x=10$ and $\varepsilon_y=8$. Equation (1) gives

$$
\left|\frac{\Delta r}{r}\right|\simeq0.01257\times\frac{2}{11}=2.285\times10^{-3},
$$

in agreement with the full solution to the digits shown. This amplitude is nearly that of the absorbing model. The intensity anisotropy, however, is only $4.52\times10^{-5}$, both from Eq. (9) and from the full solution, or about fifty times less than before. Its logarithmic slope in $d$ is 2.000. Two layers whose complex anisotropies have almost equal moduli but different phases can thus give very different intensity signals.

### A resonant spectrum

To see the effect of dispersion, keep $d=0.5$ nm, $\varepsilon_a=1$, $\varepsilon_s=16+4i$ and $\varepsilon_y=10+4i$, but let the anisotropy have a resonance at $\lambda_0=500$ nm:

$$
\Delta\varepsilon(\lambda)=\frac{0.4}{1-(\lambda_0/\lambda)^2-0.2\,i\,\lambda_0/\lambda}.
$$

At 500 nm this is $0.4/(-0.2i)=2i$. At 1000 nm it is $0.4/(0.75-0.1i)=0.524+0.070i$, whose modulus is 0.5287. Equation (1) predicts the amplitude ratio

$$
\frac{|\Delta r/r|_{500}}{|\Delta r/r|_{1000}}
\simeq\frac{1000}{500}\times\frac{2}{0.5287}=7.57,
$$

and the full solution gives 7.52. The factor $1/\lambda$ contributes 2; the rest is the resonance. A spectrum must therefore be divided by the geometrical factor before its shape is read as that of $\Delta\varepsilon/D$. To obtain the shape of $\Delta\varepsilon$ itself, the complex result must then be multiplied by $D(\lambda)$. Even a constant $D$ mixes the real and imaginary parts if it is complex, as it is here; only the shape of the modulus is then unaffected.

## What can be inferred about the layer

Suppose the dielectric constant varies with depth. Integrating Eq. (3) from the top to the substrate gives

$$
Y(0)=n_s-ik_0\int_0^d[\varepsilon(z)-Y^2(z)]\,dz .
$$

Within the layer $Y=n_s+O(q)$. Replacing $Y^2$ by $\varepsilon_s$ therefore causes an error of order $q^2$ in $Y(0)$. The first-order steps that follow are unchanged, with

$$
d\,\Delta\varepsilon\quad\longrightarrow\quad\int_0^d\Delta\varepsilon(z)\,dz .
$$

As a test, let $\Delta\varepsilon(z)$ in the absorbing model fall linearly from twice its former value at the top to zero at the substrate. Its integral is unchanged. Integration of the wave equation gives $\Delta r/r=(1.141-1.966i)\times10^{-3}$, which differs from the estimate by 0.74% of the estimate. At one tenth of the thickness the difference is 0.076%. The tenfold fall shows that the whole deviation is one order beyond the leading term, so the profile doesn't affect the leading term itself.

At leading order, then, a measurement determines the integrated anisotropy. For a uniform layer, Eq. (1) can be inverted:

$$
d\,\Delta\varepsilon\simeq\frac{i\lambda(\varepsilon_s-\varepsilon_a)}{4\pi n_a}\,\frac{\Delta r}{r}.
$$

Halving $d$ and doubling $\Delta\varepsilon$ leaves this product unchanged, so a separate thickness measurement is needed to obtain $\Delta\varepsilon$ itself. The inversion also requires the complex $\Delta r/r$; an intensity measurement at one wavelength supplies only its real part. For a layer a few atoms thick, where a sharp thickness and a local dielectric constant are themselves idealizations, the product is the safer quantity to report. The numerical output lists the values used in these comparisons.

## Calculated quantities

```
ABSORBING MODEL (dimensionless unless a unit is given)
thickness d = 0.5 nm, wavelength = 500.0 nm
eps_a = 1.0, eps_s = (16+4j)
eps_x = (12+6j), eps_y = (10+4j)
d/lambda = 1.0000e-03
4 pi d/lambda = 0.01257
(eps_x-eps_y)/(eps_s-eps_a) = 0.15768+0.09129j
its modulus = 0.18220
n_s = 4.03066+0.49620j
r_x full = -0.607573-0.040589j
r_y full = -0.606791-0.041728j
dr/r estimate = 1.1471e-03-1.9814e-03j
dr/r full     = 1.1559e-03-1.9538e-03j
|dr/r| estimate = 2.2895e-03, full = 2.2701e-03
dR/R estimate = 2.2943e-03, full = 2.3119e-03
second/first order term = -0.00864+0.00950j
modulus of that ratio = 0.01284
log-log slope of |dr/r| in d, 0.05 to 0.5 nm = 0.9967
|dr/r| at 500 nm over 1000 nm, fixed eps = 1.9916
remainder factor on doubling d: n_a=1: 7.970, n_a=1.5: 7.971
THICKNESS SERIES: d/nm, |dr/r| estimate, full, complex rel. error
  0.5  2.2895e-03  2.2701e-03  0.0128
  1.0  4.5791e-03  4.5028e-03  0.0254
  2.0  9.1581e-03  8.8641e-03  0.0504
  5.0  2.2895e-02  2.1246e-02  0.1230
 10.0  4.5791e-02  4.0237e-02  0.2395
 20.0  9.1581e-02  7.4894e-02  0.4888
GRADED LAYER, same average anisotropy, d = 0.5 nm
dr/r full = 1.1407e-03-1.9657e-03j
rel. deviation from estimate: 0.5 nm: 0.00743, 0.05 nm: 0.00076
TRANSPARENT MODEL, same d and wavelength
eps_s = 12.0, eps_x = 10.0, eps_y = 8.0
|dr/r| estimate = 2.2848e-03, full = 2.2849e-03
dR/R second order = 4.5209e-05, full = 4.5215e-05
log-log slope of dR/R in d = 2.0001
RESONANT ANISOTROPY, d = 0.5 nm, eps_y and eps_s as in first model
resonance = 500.0 nm, strength = 0.4, damping = 0.2
eps_x-eps_y at 500 nm = -0.0000+2.0000j
eps_x-eps_y at 1000 nm = 0.5240+0.0699j
|dr/r| at 500 nm over 1000 nm: estimate = 7.566, full = 7.521
```
